**Grid errors from Fourier coefficients at supercell vectors**

The program tests that a uniform $N$-point average differs from the exact Brillouin-zone average by the Fourier coefficients $f_R$ at nonzero supercell vectors $R=Nm$. Here $t$ is the hopping, $\Delta$ the staggered site energy, $\kappa$ the decay rate per cell, $\mu$ the chemical potential, $k_F$ the Fermi wavevector and $T$ the temperature in energy units. For gapped chains it asserts agreement with a diagonalised ring, with quadrature coefficients, and with the asymptotic and small-gap formulas; for a gapped square lattice it asserts the strip bound. For a one-dimensional metal it asserts the $1/N$ count error, the $1/N^2$ grand-potential error and the two-sided bound at fixed filling. It also asserts the pole formula at finite temperature and the Bessel-function sum for a circular Fermi line. The output shows an error of $4.3\times10^{-10}t$ at $N=32$ for the chain with $\Delta=0.5t$, against $2.6\times10^{-5}t$ at $N=200$ when the gap is closed. At $T=0.1t$ the metal's count converges exponentially, but to a value displaced by $-3.7\times10^{-4}$ from the zero-temperature one.

## Verification by program

```python
# RESULT UNDER TEST: for a uniform grid of N k-points per direction,
#   grid average - exact average = sum of Fourier coefficients f_R over
#   nonzero supercell vectors R = N*m.
# Analytic integrands (insulators) give exponentially small errors;
# Fermi-surface kinks and steps (metals) give powers of 1/N.
# Symbols: t = 1 hopping (energy unit), lattice constant 1, spinless electrons;
# delta = staggered site energy (gap 2*delta), kappa = decay rate per cell,
# mu = chemical potential, kf = Fermi wavevector, vf = Fermi velocity,
# temp = temperature times Boltzmann constant. Values are per unit cell.
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipe, k1, jv, expit

PI = np.pi


def grid(n, shift=0.0):
    return 2 * PI * np.arange(n) / n + shift


def lower_band(k, delta):
    return -np.sqrt(delta**2 + 4 * np.cos(k / 2)**2)


def exact_chain(delta):
    top = delta**2 + 4
    return -(2 / PI) * np.sqrt(top) * ellipe(4 / top)


def chain_error(n, delta, shift=0.0):
    return np.mean(lower_band(grid(n, shift), delta)) - exact_chain(delta)


# ---------- insulating chain ----------
delta = 0.5
kappa = 2 * np.arcsinh(delta / 2)
print(f"Insulating chain: delta = {delta} t, gap = {2*delta} t")
print(f"kappa = {kappa:.5f} per cell")
print(f"exact energy = {exact_chain(delta):.10f} t")

# real-space ring of 16 cells against the k-point average
cells = 16
sites = 2 * cells
ring = np.diag(delta * (-1.0)**np.arange(sites))
for i in range(sites):
    j = (i + 1) % sites
    ring[i, j] -= 1
    ring[j, i] -= 1
ring_energy = np.linalg.eigvalsh(ring)[:cells].sum() / cells
assert abs(ring_energy - np.mean(lower_band(grid(cells), delta))) < 1e-12
print(f"ring of 16 cells, energy = {ring_energy:.10f} t")


def chain_coefficient(r):
    return quad(lower_band, 0, PI, args=(delta,), weight='cos', wvar=r,
                epsabs=1e-13, limit=200)[0] / PI


winding_sum = 2 * sum(chain_coefficient(8 * m) for m in range(1, 5))
assert abs(chain_error(8, delta) - winding_sum) < 1e-11
print(f"N=8: error {chain_error(8, delta):.6e} t, "
      f"coefficient sum {winding_sum:.6e} t")
for n in (4, 8, 16, 32):
    leading = (2 * (-1)**n * np.sqrt(np.sinh(kappa) / (2 * PI))
               * np.exp(-kappa * n) / n**1.5)
    err = chain_error(n, delta)
    print(f"N={n}: error {err:.4e} t, asymptotic {leading:.4e} t")
correction = 3 / (8 * 32 * np.tanh(kappa))
assert abs(err / leading - 1 - correction) < 0.005
print(f"N=32: ratio {err/leading:.4f}, predicted {1+correction:.4f}")
shifted = chain_error(16, delta, PI / 16)
assert abs(shifted / chain_error(16, delta) + 1) < 0.01
print(f"N=16, half-step shift: error {shifted:.4e} t")

# crossing occupied bands: the trace is smooth, one sorted band is not


def upper_sorted(k):
    return np.maximum(lower_band(k, delta), lower_band(k + PI, delta))


sorted_exact = (quad(upper_sorted, 0, PI / 2, epsabs=1e-12)[0]
                + quad(upper_sorted, PI / 2, PI, epsabs=1e-12)[0]) / PI
k32 = grid(32)
sorted_error = np.mean(upper_sorted(k32)) - sorted_exact
trace_error = (np.mean(lower_band(k32, delta) + lower_band(k32 + PI, delta))
               - 2 * exact_chain(delta))
assert abs(sorted_error) > 1e-4 and abs(trace_error) < 1e-8
print(f"Crossing bands, N=32: one sorted band {sorted_error:.3e} t")
print(f"  trace of both {trace_error:.3e} t")

# ---------- small gap and closed gap ----------
small = 0.05
kappa_small = 2 * np.arcsinh(small / 2)
print(f"Small gap: delta = {small} t, 1/kappa = {1/kappa_small:.2f} cells")
for n in (10, 20, 80, 200):
    m = np.arange(1, 400)
    predicted = np.sum(2 * kappa_small * k1(kappa_small * m * n) / (PI * m * n))
    err = chain_error(n, small)
    closed = chain_error(n, 0.0)
    assert abs(err / predicted - 1) < 0.01
    assert abs(closed * n**2 / (PI / 3) - 1) < 0.01
    print(f"N={n}: error {err:.3e}, K1 {predicted:.3e}, no gap {closed:.3e} t")

# ---------- gapped square lattice: strip bound ----------
nodes, weights = np.polynomial.legendre.leggauss(160)
x = PI * (nodes + 1) / 2
w = weights / 2


def square_band(kx, ky):
    return -np.sqrt(delta**2 + 4 * (np.cos(kx) + np.cos(ky))**2)


square_exact = w @ square_band(x[:, None], x[None, :]) @ w
strip = 0.9 * np.arcsinh(delta / 2)
kk = grid(400)
maximum = np.max(np.abs(square_band(kk[:, None] + 1j * strip, kk[None, :])))
print(f"Gapped square lattice: strip = {strip:.4f}, M = {maximum:.4f} t")
square_errors = []
for n in (24, 48):
    kg = grid(n)
    err = np.mean(square_band(kg[:, None], kg[None, :])) - square_exact
    q = np.exp(-strip * n)
    bound = 8 * maximum * q / (1 - q)**2
    assert abs(err) < bound
    square_errors.append(abs(err))
    print(f"N={n}: error {err:.3e} t, bound {bound:.3e} t")
square_rate = np.log(square_errors[0] / square_errors[1]) / 24
assert square_rate > strip
print(f"measured decay rate = {square_rate:.4f} per cell")

# ---------- one-dimensional metal ----------
mu = -0.5
kf = np.arccos(-mu / 2)
vf = 2 * np.sin(kf)
filling = kf / PI


def omega_exact(m):
    q = np.arccos(-m / 2)
    return -(2 * np.sin(q) + m * q) / PI


def omega_grid(n, m):
    return np.mean(np.minimum(-2 * np.cos(grid(n)) - m, 0))


print(f"Metal: mu = {mu} t, kf = {kf:.5f}, vf = {vf:.5f} t")
print(f"filling = {filling:.6f}, Omega = {omega_exact(mu):.8f} t")
for r in (25, 50, 100):
    g_r = quad(lambda k: -2 * np.cos(k) - mu, 0, kf, weight='cos', wvar=r,
               epsabs=1e-13)[0] / PI
    assert abs(g_r - vf * np.cos(kf * r) / (PI * r**2)) < 1 / r**3
for n in (16, 64, 256, 1024):
    energies = np.sort(-2 * np.cos(grid(n)))
    y = (n * kf / (2 * PI)) % 1
    count_error = np.mean(energies < mu) - filling
    assert abs(count_error - (1 - 2 * y) / n) < 1e-12
    omega_error = omega_grid(n, mu) - omega_exact(mu)
    leading = 2 * PI * vf * (y**2 - y + 1 / 6) / n**2
    assert abs(omega_error - leading) < 1 / n**3
    # fixed filling, with a fractional occupation of the last level
    full = int(np.floor(filling * n))
    mu_grid = energies[full]
    energy = (energies[:full].sum() + (filling * n - full) * mu_grid) / n
    fixed_error = energy - (-2 * np.sin(kf) / PI)
    upper = omega_grid(n, mu_grid) - omega_exact(mu_grid)
    assert omega_error - 1e-13 <= fixed_error <= upper + 1e-13
    print(f"N={n}: y {y:.4f}, count error {count_error:.3e}")
    print(f"  Omega error {omega_error:.3e}, leading {leading:.3e} t")
    print(f"  fixed filling {fixed_error:.3e}, upper bound {upper:.3e} t")

# ---------- the same metal at finite temperature ----------
temp = 0.1


def occupation(k):
    return expit(-(-2 * np.cos(k) - mu) / temp)


warm_exact = (quad(occupation, 0, kf, epsabs=1e-13, limit=200)[0]
              + quad(occupation, kf, PI, epsabs=1e-13, limit=200)[0]) / PI
pole = np.arccos(-(mu + 1j * PI * temp) / 2)
slope = 2 * np.sin(pole)
assert pole.imag > 0
assert abs(pole.imag / (PI * temp / vf) - 1) < 0.05
print(f"T = {temp} t: pole rate {pole.imag:.5f}, pi*T/vf {PI*temp/vf:.5f}")
for n in (32, 64, 96):
    err = np.mean(occupation(grid(n))) - warm_exact
    predicted = 4 * temp * (np.exp(1j * pole * n) / slope).imag
    amplitude = 4 * temp / abs(slope) * np.exp(-pole.imag * n)
    assert abs(err - predicted) < 0.02 * amplitude
    print(f"N={n}: count error {err:.3e}, pole formula {predicted:.3e}")
bias = warm_exact - filling
sommerfeld = PI**2 / 6 * temp**2 * mu / (PI * (4 - mu**2)**1.5)
assert abs(bias / sommerfeld - 1) < 0.06
print(f"thermal displacement {bias:.4e}, T^2 formula {sommerfeld:.4e}")

# ---------- circular Fermi line, parabolic band, hbar = m = 1 ----------
kf2 = 2.0


def disc_error(n):
    k = (grid(n) + PI) % (2 * PI) - PI
    square = k[:, None]**2 + k[None, :]**2
    return np.mean(np.minimum(square - kf2**2, 0)) / 2 + kf2**4 / (16 * PI)


m = np.arange(-200, 201)
lengths = np.hypot(m[:, None], m[None, :]).ravel()
lengths = lengths[lengths > 0]
print(f"Circular Fermi line: kf = {kf2}, energies with hbar = m = 1")
for n in (20, 40, 80):
    r = n * lengths
    bessel_sum = np.sum(-kf2**2 * jv(2, kf2 * r) / (2 * PI * r**2))
    err = disc_error(n)
    assert abs(err - bessel_sum) * n**2.5 < 0.02
    print(f"N={n}: error {err:.4e}, Bessel sum {bessel_sum:.4e}")


def scaled_rms(start, stop):
    return np.sqrt(np.mean([(disc_error(n) * n**2.5)**2
                            for n in range(start, stop)]))


rms_low, rms_high = scaled_rms(40, 80), scaled_rms(160, 200)
assert abs(rms_high / rms_low - 1) < 0.15
print(f"rms error*N^2.5: N=40-79 {rms_low:.4f}, N=160-199 {rms_high:.4f}")
print("PASS")
```

It prints:

```
Insulating chain: delta = 0.5 t, gap = 1.0 t
kappa = 0.49493 per cell
exact energy = -1.4028355256 t
ring of 16 cells, energy = -1.4028321050 t
N=8: error 5.346428e-04 t, coefficient sum 5.346428e-04 t
N=4: error 1.2447e-02 t, asymptotic 9.8885e-03 t
N=8: error 5.3464e-04 t, asymptotic 4.8284e-04 t
N=16: error 3.4206e-06 t, asymptotic 3.2560e-06 t
N=32: error 4.2941e-10 t, asymptotic 4.1878e-10 t
N=32: ratio 1.0254, predicted 1.0256
N=16, half-step shift: error -3.4197e-06 t
Crossing bands, N=32: one sorted band -1.364e-03 t
  trace of both 8.588e-10 t
Small gap: delta = 0.05 t, 1/kappa = 20.00 cells
N=10: error 6.743e-03, K1 6.725e-03, no gap 1.049e-02 t
N=20: error 1.098e-03, K1 1.097e-03, no gap 2.619e-03 t
N=80: error 5.002e-06, K1 5.000e-06, no gap 1.636e-04 t
N=200: error 2.972e-09, K1 2.971e-09, no gap 2.618e-05 t
Gapped square lattice: strip = 0.2227, M = 4.0806 t
N=24: error 1.056e-05 t, bound 1.572e-01 t
N=48: error 6.817e-09 t, bound 7.430e-04 t
measured decay rate = 0.3061 per cell
Metal: mu = -0.5 t, kf = 1.31812, vf = 1.93649 t
filling = 0.419569, Omega = -0.40661976 t
N=16: y 0.3566, count error 1.793e-02
  Omega error -3.048e-03, leading -2.983e-03 t
  fixed filling 1.711e-03, upper bound 7.578e-03 t
N=64: y 0.4262, count error 2.306e-03
  Omega error -2.319e-04, leading -2.314e-04 t
  fixed filling -4.613e-05, upper bound 4.894e-04 t
N=256: y 0.7049, count error -1.601e-03
  Omega error -7.662e-06, leading -7.678e-06 t
  fixed filling 1.481e-05, upper bound 3.100e-05 t
N=1024: y 0.8195, count error -6.241e-04
  Omega error 2.180e-07, leading 2.177e-07 t
  fixed filling 1.556e-06, upper bound 1.934e-06 t
T = 0.1 t: pole rate 0.16139, pi*T/vf 0.16223
N=32: count error -1.146e-03, pole formula -1.147e-03
N=64: count error 1.911e-06, pole formula 1.911e-06
N=96: count error 3.476e-08, pole formula 3.476e-08
thermal displacement -3.7274e-04, T^2 formula -3.6051e-04
Circular Fermi line: kf = 2.0, energies with hbar = m = 1
N=20: error 4.8727e-04, Bessel sum 4.8723e-04
N=40: error -7.7167e-05, Bessel sum -7.7150e-05
N=80: error -4.5161e-07, Bessel sum -4.5131e-07
rms error*N^2.5: N=40-79 1.1619, N=160-199 1.2286
PASS
```
